# Phonon momentum relaxation by the strain fields of parallel edge dislocations

## A ray passing one dislocation

Let an edge dislocation lie along $z$ with Burgers vector $b\hat x$. A wave of wavenumber $k$ travels along $x$ and passes the line at height $y$. The relative volume change around the line, derived below, is

$$D=-\frac{\kappa b}{2\pi}\frac{y}{x^2+y^2},\qquad \kappa=\frac{1-2\nu}{1-\nu},$$

where $\nu$ is Poisson's ratio. Suppose that dilatation shifts the local frequency by $\delta\omega/\omega=-\gamma D$, with $\gamma$ the Grüneisen parameter. At fixed frequency the local wavenumber is then $k(1+\gamma D)$ to first order, and the ray gains the phase

$$\chi(y)=k\gamma\int_{-\infty}^{\infty}D\,dx=-\frac{k\gamma\kappa b}{2\pi}\,\pi\,\mathrm{sgn}(y)=-\tfrac12\delta\,\mathrm{sgn}(y),\qquad \delta=\gamma\kappa bk .$$

The phase doesn't depend on the distance from the line: the weaker strain met by a distant ray is made up by a longer path through it. Strain alone thus leaves a step $\delta$ in the wavefront.

For small $\delta$ the scattered part of the wave is $i\chi(y)$. Since $\int \mathrm{sgn}(y)e^{-ipy}dy=2/(ip)$, its Fourier amplitude has magnitude $\delta/|p|$, where $p=k\phi$ at a small angle $\phi$. The scattered power per unit incident intensity and unit length of line is $|\delta/p|^2dp/2\pi$, so the scattering width is

$$d\sigma=\frac{\delta^2}{2\pi k\phi^2}\,d\phi .$$

The total width diverges at $\phi=0$. Loss of forward momentum carries the further weight $1-\cos\phi\simeq\phi^2/2$, which leaves $\delta^2/(4\pi k)\propto\gamma^2\kappa^2b^2k$ per radian. Multiplication by the speed $c$ and the number $N$ of lines per area gives a rate proportional to $Nb^2\omega$. The full calculation supplies the large angles, oblique incidence and the prefactor.

## Model and result

The phonon is a scalar wave of speed $c$ without dispersion. The density is held constant and strain acts on the stiffness alone:

$$\ddot u=\nabla\!\cdot\left[c^2(1-2\gamma D)\nabla u\right].$$

For uniform small $D$ this gives $\omega=ck\sqrt{1-2\gamma D}\simeq ck(1-\gamma D)$, as assumed above.

For uniform strain, a constant density corresponds to coordinates fixed to the material. Around a dislocation such coordinates can't be single-valued: a ray above the line crosses an extra length $b$ of crystal compared with a ray below it. The resulting phase $bk$ is omitted here. For a ray along $\mathbf b$ and positive $\gamma$ it opposes the strain phase, so the full step would have size $|\gamma\kappa-1|bk$ instead of $\gamma\kappa bk$. This cancellation holds only near the forward direction. Transforming the wave equation from material to laboratory coordinates restores the omitted term; in the Born approximation it replaces $\gamma\kappa C$ by $\gamma\kappa C-\sin^2\theta$, with $C=\mathbf k'\cdot\mathbf k/k^2$ and $\theta$ the angle to the line. The normal-incidence rate becomes $Nb^2\omega(\gamma^2\kappa^2+2)/8$. For $\gamma=1$, $\nu=0.2$ this is $4.6$ times the value given below, and the weighted mean rate rises by a factor $2.3$. The result below is therefore the scattering by the dilatation term alone, not the complete rate of a dislocated crystal.

The lines are straight, parallel to $z$ and independently placed. Their Burgers vectors lie in the $xy$ plane and are shared equally among three axes $60^\circ$ apart. For a phonon at polar angle $\theta$ to the lines, the first Born approximation gives

$$\boxed{\frac1{\tau(\theta)}=\frac{R}{4}\left[\frac{\cos^4\theta}{\sin^2\theta}+\frac{\sin^2\theta}{2}\right],\qquad R=Nb^2\gamma^2\kappa^2\omega .}$$

This is the relaxation rate of in-plane momentum, with $\omega$ in rad/s. Elastic scattering from straight lines conserves $k_z$, so in this model the lines don't resist heat flow along $z$.

## The dilatation and its Fourier transform

With $r^2=x^2+y^2$ and $\beta$ the azimuth measured from $\mathbf b$, the displacement is

$$u_x=\frac b{2\pi}\left[\beta+\frac{xy}{2(1-\nu)r^2}\right],$$

$$u_y=-\frac b{2\pi}\left[\frac{1-2\nu}{4(1-\nu)}\ln r^2+\frac{x^2-y^2}{4(1-\nu)r^2}\right].$$

One circuit raises $\beta$ by $2\pi$ and $u_x$ by $b$, while $u_y$ returns to its value. The derivatives needed are

$$\partial_xu_x=\frac b{2\pi}\left[-\frac y{r^2}+\frac{y}{2(1-\nu)r^2}-\frac{x^2y}{(1-\nu)r^4}\right],$$

$$\partial_yu_y=\frac b{2\pi}\left[-\frac{(1-2\nu)y}{2(1-\nu)r^2}+\frac{x^2y}{(1-\nu)r^4}\right].$$

In the sum the $x^2y$ terms cancel. The coefficient of $y/r^2$ is $-1+\nu/(1-\nu)=-\kappa$, so $D=-\kappa b\sin\beta/(2\pi r)$.

Elastic equilibrium requires $(1-2\nu)\nabla^2\mathbf u+\nabla D=0$. Both $\beta$ and $\ln r^2$ are harmonic away from the line. The remaining terms contain $xy/r^2=\frac12\sin2\beta$ and $(x^2-y^2)/r^2=\cos2\beta$, and the Laplacian multiplies each by $-4/r^2$. Hence

$$(1-2\nu)\nabla^2u_x=-\frac{\kappa b}{2\pi}\frac{2xy}{r^4}=-\partial_xD,\qquad (1-2\nu)\nabla^2u_y=\frac{\kappa b}{2\pi}\frac{x^2-y^2}{r^4}=-\partial_yD .$$

Both components balance.

Define $D(\mathbf q)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}D(\mathbf r)$, and let $\mathbf q$ have azimuth $\beta_q$. The area element $r\,dr\,d\beta$ cancels the $1/r$ of the field. Put $\beta=\beta_q+\beta'$, so that $\sin\beta=\sin\beta_q\cos\beta'+\cos\beta_q\sin\beta'$. The second term is odd in $\beta'$ and integrates to zero. The first uses $\int_0^{2\pi}\cos\beta'e^{-iz\cos\beta'}d\beta'=-2\pi iJ_1(z)$. Then

$$D(\mathbf q)=-\frac{\kappa b}{2\pi}(-2\pi i\sin\beta_q)\int_0^\infty J_1(qr)\,dr=\frac{i\kappa b\sin\beta_q}{q},$$

because $\int_0^\infty J_1(z)dz=1$. The radial integral is the limit of vanishing damping at large $r$.

## From the wave equation to the rate

Write the wave equation as $\ddot u=-\mathcal Lu$ with $\mathcal L=\mathcal L_0+\mathcal L_1$ and $\mathcal L_1=\nabla\cdot(2\gamma c^2D\nabla)$. Take plane waves normalized in a volume of cross-section $A$. Integration by parts gives, for one line and $k_z'=k_z$,

$$\langle\mathbf k'|\mathcal L_1|\mathbf k\rangle=-2\gamma c^2\,\mathbf k'\!\cdot\mathbf k\,\frac{D(\mathbf q)}A,\qquad \mathbf q=\mathbf k'-\mathbf k .$$

Positive-frequency waves obey $i\dot\psi=\Omega\psi$ with $\Omega^2=\mathcal L$. To first order $\Omega_0\Omega_1+\Omega_1\Omega_0=\mathcal L_1$. Between states of equal frequency the left side is $2\omega\Omega_1$, so

$$\langle\mathbf k'|\Omega_1|\mathbf k\rangle=-\gamma\omega C\frac{D(\mathbf q)}A,\qquad C=\frac{\mathbf k'\cdot\mathbf k}{k^2}=\cos^2\theta+\sin^2\theta\cos\phi .$$

Here $\phi$ is the angle through which the in-plane wavevector turns. The transition rate is $2\pi|\Omega_1|^2\delta(\omega'-\omega)$. For $NA$ independently placed lines the interference terms average to zero, and the rates add:

$$\frac1\tau=2\pi NA\;A\!\int\!\frac{d^2k'_\perp}{(2\pi)^2}\,\frac{\gamma^2\omega^2C^2|D(\mathbf q)|^2}{A^2}(1-\cos\phi)\,\delta(\omega'-\omega).$$

Since $\omega'=c\sqrt{k_\perp'^2+k_z^2}$, we have $d\omega'/dk'_\perp=ck'_\perp/k$, and the radial integral $\int k'_\perp dk'_\perp\delta(\omega'-\omega)$ equals $k/c$. Thus

$$\frac1\tau=\frac{N\gamma^2\omega^2k}{2\pi c}\int_0^{2\pi}C^2|D(\mathbf q)|^2(1-\cos\phi)\,d\phi .$$

The prefactor and the factor $C$ were tested on a case with a known exact solution, a cylinder of radius $1$ and relative stiffness change $10^{-3}$, at $k=1.3$. For polar angles $\pi/2$, $1.0$ and $0.7$ rad, the Born rate differs from the partial-wave rate by at most $1.3\times10^{-3}$ of the latter.

## Why the weight is $1-\cos\phi$

An in-plane temperature gradient along $x$ drives a deviation proportional to $\cos\alpha$ at each $\theta$, where $\alpha$ is the azimuth of $\mathbf k$. Scattering conserves $k$ and $k_z$, so different $\theta$ don't mix. The collision term for a kernel $W$ is $\int W[\cos\alpha-\cos(\alpha+\phi)]d\phi$, with

$$\cos\alpha-\cos(\alpha+\phi)=\cos\alpha\,(1-\cos\phi)+\sin\alpha\sin\phi .$$

If $W$ depends on $\phi$ alone and is even, the last term vanishes when the integral is taken symmetrically about $\phi=0$. Then $\cos\alpha$ is an eigenfunction, and its eigenvalue is the weighted rate.

The three Burgers axes provide this. For an axis at azimuth $\psi$ the strain factor is $\sin^2(\beta_q-\psi)=\frac12[1-\cos(2\beta_q-2\psi)]$, with $\beta_q$ now measured from a common axis. The cosines for $\psi=0,60^\circ,120^\circ$ sum to zero, leaving $\frac12$.

A single Burgers axis behaves differently. At normal incidence with $\mathbf b$ along $x$, $\beta_q=\alpha+\phi/2+\pi/2$, so $\sin^2\beta_q=\cos^2(\alpha+\phi/2)$. The collision term becomes

$$\frac{R}{4\pi}\int_{-\pi}^{\pi}\cos^2\phi\,\frac{\cos^2(\alpha+\phi/2)\sin(\alpha+\phi/2)}{\sin(\phi/2)}\,d\phi=\frac{R}{16}(\cos\alpha+\cos3\alpha).$$

This follows from $\cos^2s\sin s=\frac14(\sin s+\sin3s)$: the parts even in $\phi$ are $\cos\alpha$ and $\cos3\alpha\,(1+2\cos\phi)$, and each gives $\pi$ when integrated with $\cos^2\phi$. The $\cos3\alpha$ term means that no single relaxation time describes this array. In units $N=b=\gamma=c=k=1$ with $\kappa=0.75$, the ratio of the collision term to $\cos\alpha$ is $0.0703$ at $\alpha=0$ and $-0.0293$ at $\alpha=1$ rad.

## Evaluation and the linear law

The in-plane momentum transfer satisfies $q^2=2k^2\sin^2\theta\,(1-\cos\phi)$. With the average $\frac12$ for the strain factor,

$$\overline{|D(\mathbf q)|^2}\,(1-\cos\phi)=\frac{\kappa^2b^2}{2q^2}(1-\cos\phi)=\frac{\kappa^2b^2}{4k^2\sin^2\theta}.$$

The forward singularity has cancelled. The remaining integral is

$$\int_0^{2\pi}C^2d\phi=2\pi\left(\cos^4\theta+\tfrac12\sin^4\theta\right),$$

since the term linear in $\cos\phi$ averages to zero and $\cos^2\phi$ to $\frac12$. The frequency factors combine as $\omega^2k/(ck^2)=\omega$, and

$$\frac1\tau=\frac{R}{8\pi\sin^2\theta}\,2\pi\left(\cos^4\theta+\tfrac12\sin^4\theta\right),$$

which is the boxed result. At normal incidence it equals $R/8$.

A numerical Fourier integral over the real-space strain, put into the Born integral, tests the transform, the average over Burgers axes and the angular integral. In the units above it gives $0.07022$ at $k=1$ and normal incidence, against $0.07031$ from the formula. At $k=2.5$ and $\theta=0.95$ rad the values are $0.17691$ and $0.17714$. The differences, about $0.13\%$ of the formula, are the size expected from the finite damping.

Without the weight $1-\cos\phi$ the rate has no finite value for an infinite strain field. Moving the lower cutoff angle from $0.01$ to $0.001$ rad raises the normal-incidence integral by a factor $10.14$. A total Born rate must therefore not be entered as $1/\tau$.

**A compact core.** If $D(\mathbf q)$ tends to a constant at small $q$, the rate formula scales as $\omega^2k/c\propto\omega^3$. A hollow core of radius $a$ with a free surface shows this beyond weak contrast. At normal incidence its partial-wave coefficients are $a_m=-J_m'(ka)/H_m^{(1)\prime}(ka)$. For $ka\ll1$ they give $a_0=-i\pi(ka)^2/4$ and $a_{\pm1}=+i\pi(ka)^2/4$, the others being of higher order. The momentum-transfer width is

$$\sigma=\frac2{\pi k}\,\frac{\pi^2(ka)^4}{16}\int_0^{2\pi}(1-2\cos\phi)^2(1-\cos\phi)d\phi=\frac{5\pi^2}{4}k^3a^4,$$

the integral being $10\pi$. The core rate $Nc\sigma$ equals the strain rate $R/8$ at $k=b\gamma\kappa/(\sqrt{10}\,\pi a^2)$. Below that wavenumber the long-range strain dominates.

## Which average to implement

In-plane heat flow weights each mode by $\sin^2\theta$, and with $\mu=\cos\theta$ the norm is $\int_{-1}^1(1-\mu^2)d\mu=4/3$.

If a stronger, isotropic process has rate $1/\tau_0$, then $(1/\tau_0+1/\tau)^{-1}\simeq\tau_0-\tau_0^2/\tau$. To first order the conductivity depends on the weighted mean rate

$$\left\langle\frac1\tau\right\rangle=\frac R4\cdot\frac34\int_{-1}^1\left[\mu^4+\tfrac12(1-\mu^2)^2\right]d\mu=\frac{3R}{16}\left(\frac25+\frac8{15}\right)=\frac7{40}R .$$

The $1/\sin^2\theta$ growth near grazing incidence is cancelled by the weight, so that narrow range doesn't spoil the leading term.

If dislocations act alone, the lifetime must be averaged instead:

$$\frac1{\tau_{\rm eff}}=\frac{R}{3I},\qquad I=\int_{-1}^1\frac{(1-\mu^2)^2}{\mu^4+\frac12(1-\mu^2)^2}d\mu,$$

which gives $0.131R$. Between these limits, add the rates at each $\theta$ before averaging.

The coefficient depends on how strain enters. If it changes the inertia, $(1+2\gamma D)\ddot u=c^2\nabla^2u$, the frequency shift is the same for uniform strain, but the matrix element is $-\gamma\omega D(\mathbf q)/A$. Then $C$ is replaced by $1$, the rate is $R/(4\sin^2\theta)$, and the weighted mean is $\frac34\cdot\frac R4\cdot2=\frac38R$. The linear law survives, while the weighted mean rises by a factor of about two.

## A gallium nitride layer

Take rough parameters for a heavily dislocated layer with lines along the growth axis: $N=10^{11}\,\mathrm{cm^{-2}}$, $b=0.32$ nm, $\gamma=1$, $\nu=0.2$ and $c=5$ km/s. A $0.5$ THz phonon has $\omega=3.14\times10^{12}$ rad/s and $k=0.628\,\mathrm{nm^{-1}}$. At 10 K, $hf/k_BT=2.4$, so it belongs to the thermal range. With $Nb^2=1.024\times10^{-4}$,

$$\left\langle\frac1\tau\right\rangle=0.175\,(1.024\times10^{-4})(0.75)^2(3.14\times10^{12})\simeq3.2\times10^7\ \mathrm{s^{-1}} .$$

The corresponding length $c/\langle1/\tau\rangle$ is about $160\,\mu$m. An isotropic boundary rate for a size of $1\,\mu$m, such as a grain size, is $c/(1\,\mu\mathrm m)=5\times10^9\,\mathrm{s^{-1}}$. Static strain adds $0.6\%$ to it. Equal rates would need $1.6\times10^{13}\,\mathrm{cm^{-2}}$, where the lines are about $2.5$ nm apart, closer than the $10$ nm wavelength, and independent scattering is doubtful.

For a film $1\,\mu$m thick without grains, whose surfaces scatter diffusely, the comparison must be made by direction. A phonon reaches the surfaces at a rate of order $c|\cos\theta|/(1\,\mu\mathrm m)$, which falls below the normal-incidence dislocation rate for $|\cos\theta|\lesssim0.005$. Such nearly in-plane phonons can carry a disproportionate share of the heat, so $0.6\%$ is not the conductivity loss of the film. If the isotope rate given below is the only other bulk process, a Fuchs–Sondheimer average over directions gives a loss of about $45\%$ at this frequency.

Other processes can be sized with standard estimates, not derived here. The umklapp form $\hbar\gamma^2\omega^2T\,e^{-\Theta/3T}/(Mc^2\Theta)$, with mean atomic mass $M$ and $\Theta=600$ K, gives $0.02\,\mathrm{s^{-1}}$ at 10 K and $1.5\times10^8\,\mathrm{s^{-1}}$ at 300 K. The latter is about five times the dislocation rate. Gallium isotope disorder gives $2\times10^5\,\mathrm{s^{-1}}$. A hollow core of radius $b/2$, an assumed size, gives $1.0\times10^7\,\mathrm{s^{-1}}$ at normal incidence, against $2.3\times10^7\,\mathrm{s^{-1}}$ from the strain at the same incidence; the two would be equal near $0.75$ THz. The core rate scales as the fourth power of the radius: a radius $b$ gives $1.6\times10^8\,\mathrm{s^{-1}}$, seven times the strain rate, so this ranking depends on the assumed size.

Gallium nitride grown on foreign substrates more often has roughly $10^8$ to $10^{10}\,\mathrm{cm^{-2}}$, so the density used here is high and the rate falls in proportion. Real phonons also couple to shear. The rms deviatoric strain of the line is $1.25$ times its rms dilatation, so a comparable coupling could add a rate of the same order as the one calculated. Screw dislocations, which have no dilatation in linear elasticity, would then scatter too. Together with the omitted geometric phase and the choice between stiffness and inertia, this makes the coefficient an order-of-magnitude estimate for $\gamma$ near 1; at $\gamma=0.3$ the geometric term would raise the mean rate about twentyfold. For lines along the $c$ axis the basal plane is elastically isotropic and $\kappa=1-C_{12}/C_{11}$; with $C_{11}\approx390$ GPa and $C_{12}\approx145$ GPa this is $0.63$ rather than $0.75$, which lowers the mean rate by $30\%$, to about $2.2\times10^7\,\mathrm{s^{-1}}$. Mode conversion, anisotropy of the phonon speeds and vibration of the dislocations are omitted and not sized.

## Where the formula stops

At oblique incidence $k_\perp^2=k^2(1+2\gamma D)-k_z^2$ locally, so $\delta k_\perp=\gamma Dk/\sin\theta$. The phase step is therefore $\gamma\kappa bk/\sin\theta$, and the Born approximation needs this to be small. It fails near $\theta=0$ at any frequency.

For the example at normal incidence the step is $0.15$ rad. Keeping the full factor $e^{i\chi}$ in the opening calculation replaces $\delta/2$ by $\sin(\delta/2)$, which lowers the small-angle scattering by $0.2\%$ of its Born value. At $k_BT/h=6.25$ THz, for 300 K, the step is $1.9$ rad. The formula shouldn't be used for those phonons, for which linear dispersion is also a poor assumption.

Neighbouring dislocations can screen the strain beyond their spacing, here $32$ nm. Momentum transfers below the inverse spacing supply $3.2\%$ of the normal-incidence rate and $5\%$ of the weighted mean. The loss depends on the form of the screening: multiplying $D(\mathbf q)$ by $q^2/(q^2+s^2)$ removes $12\%$ of the mean rate if $s$ is the inverse spacing, and about half of it if $s$ is $2\pi$ times larger. At lower frequencies the affected range of angles grows, and the rate drops progressively below the linear law as $k$ times the screening length falls towards one. The remaining values are in the numerical output.

## Calculated quantities

```
TESTS (units c = b = gamma = 1)
Poisson ratio 0.20, kappa 0.7500
Burgers closure x, y: 1.000000, 0.000000
cylinder, Born vs exact, max rel. error 1.3e-03
rate/N, k=1, 90 deg: numeric 0.07022
  closed form 0.07031
rate/N, k=2.5, angle 0.95 rad: numeric 0.17691
  closed form 0.17714
one Burgers axis, ratio at 0 and 1 rad: 0.0703, -0.0293
total rate growth, cutoff angle 0.01 to 0.001: 10.14
phase step / (gamma b k): 0.7500
mean-rate factor 0.1750
dislocations-alone factor 0.1311
mean-rate factor, inertia disturbance 0.3750
hollow-core frequency exponent 3.000
EXAMPLE: gallium nitride film, rough inputs
dislocation density 1.0e+11 cm^-2
Burgers length 0.32 nm, Grueneisen 1.0
sound speed 5.0 km/s, thickness 1.0 um
phonon frequency 0.50 THz, omega 3.142e+12 rad/s
wavenumber 0.628 nm^-1
N b^2 = 1.024e-04
rate at normal incidence 2.262e+07 s^-1
mean in-plane rate 3.167e+07 s^-1
speed / mean rate 157.9 um
boundary rate c/thickness 5.00e+09 s^-1
mean rate / boundary rate 6.33e-03
density for equal rates 1.58e+13 cm^-2
NEGLECTED EFFECTS
Debye temperature, rough 600 K
umklapp rate at 10 K 2.1e-02 s^-1
umklapp rate at 300 K 1.5e+08 s^-1
isotope disorder 2.74e-04, rate 1.9e+05 s^-1
hollow core radius 0.16 nm, rate 9.97e+06 s^-1
core equals strain at 0.75 THz
rms deviatoric strain / rms dilatation 1.25
line spacing 31.6 nm
rate share from q < 1/spacing 3.2 %
Born phase step 0.151 rad
small-angle Born excess 0.19 %
chain-model slowing by dispersion 0.50 %
hf/kT at 10 K 2.40
kT/h at 300 K 6.25 THz
Born phase step there 1.89 rad
```
